# Free or Fixed: Choosing Film Parameters in a Multilayer Reflectance Fit

A wafer comes off a polishing tool. Its monitor area carries silicon, a thin pad oxide, silicon nitride, a fill oxide and what is left of a cap oxide. A reflectometer records the spectrum, and the process engineer asks how much cap remains. The two upper oxides differ in refractive index by only 0.005. A fitting program will return a cap thickness if asked for one, and the fitted curve will lie on the data. Whether the number means anything depends on how the spectrum responds to the cap, and on whether other parameters can imitate that response. For every thickness and index the engineer must therefore choose: leave it free, or hold it at a given value.

The choice can be made before any data are taken. It needs the noise level, the accuracy required, and the derivatives of the reflectance with respect to the parameters, taken at the thicknesses and indices expected. Where the possible errors are too large for a linear estimate, it also needs trial fits to computed spectra.

## The reflectance from one sweep

Take plane, homogeneous, isotropic films at normal incidence, a transparent ambient of index $n_0$, and the time factor $e^{-i\omega t}$, so that absorption means $N=n+ik$ with $k>0$. Let $z$ point into the wafer and $k_0=2\pi/\lambda$. Write the electric field as $E\hat x$ and the magnetic field as $(H/Z_0)\hat y$, with $Z_0$ the vacuum impedance. Maxwell's curl equations become

$$E'=ik_0H,\qquad H'=ik_0\varepsilon E,\qquad \varepsilon=N^2 .$$

With $v=(E,H)^T$ this is $v'=ik_0Av$, where

$$A=\begin{pmatrix}0&1\\ \varepsilon&0\end{pmatrix},\qquad A^2=N^2\,I .$$

Going from the bottom of a film of thickness $d$ up to its top gives $v_{\rm top}=e^{-ik_0dA}v_{\rm bot}$. Since $A^2$ is a multiple of the identity, the even powers of the exponential sum to a cosine and the odd powers to a sine times $A/N$:

$$v_{\rm top}=\begin{pmatrix}\cos\delta&-\dfrac iN\sin\delta\\ -iN\sin\delta&\cos\delta\end{pmatrix}v_{\rm bot},\qquad \delta=k_0Nd .$$

In the substrate there is only a wave travelling down, so the sweep starts with $E=1$, $H=N_s$. Both components are continuous at interfaces, and the matrices are applied film by film upward.

At the top surface let the incident and reflected amplitudes be $a$ and $b$. Then $E=a+b$ and $H=n_0(a-b)$, hence $a=(n_0E+H)/2n_0$, $b=(n_0E-H)/2n_0$ and

$$r=\frac ba=\frac{n_0E-H}{D},\qquad D=n_0E+H,\qquad R=|r|^2 .$$

Fields for unit incident amplitude follow on dividing by $a$: $e=2n_0E/D$ and $h=2n_0H/D$.

## The derivatives from the same sweep

Differentiate $r$:

$$dr=\frac{(n_0dE-dH)(n_0E+H)-(n_0E-H)(n_0dE+dH)}{D^2}.$$

The terms $n_0^2E\,dE$ and $H\,dH$ cancel; the cross terms add in pairs, leaving

$$dr=\frac{2n_0}{D^2}\,w,\qquad w=H\,dE-E\,dH .$$

Here $E,H,dE,dH$ are taken at the top surface. The same combination can be followed through the stack. Varying the field equations gives $dE'=ik_0\,dH$ and $dH'=ik_0(\varepsilon\,dE+E\,d\varepsilon)$, so

$$w'=ik_0\left[\varepsilon E\,dE+H\,dH-H\,dH-E(\varepsilon\,dE+E\,d\varepsilon)\right]=-ik_0E^2d\varepsilon .$$

Thus $w$ is constant wherever the permittivity is not varied. A disturbance deep in the stack can be evaluated where it occurs, without differentiating any product of matrices.

**Index.** Change $\varepsilon_j$ in film $j$. The fields below it are unchanged, so $w=0$ at its bottom. Integrating up to its top gives $w=ik_0\,d\varepsilon_j\int_jE^2dz$. With $E^2=e^2D^2/4n_0^2$,

$$\frac{\partial r}{\partial\varepsilon_j}=\frac{ik_0}{2n_0}\int_j e^2\,dz .$$

It is the square $e^2$, with its phase, and not $|e|^2$.

**Thickness.** Extend film $j$ upward by $dd_j$. The fields at its top change by $dE=-ik_0H\,dd_j$ and $dH=-ik_0\varepsilon_jE\,dd_j$, so $w=ik_0(\varepsilon_jE^2-H^2)\,dd_j$. Therefore

$$\frac{\partial r}{\partial d_j}=\frac{ik_0}{2n_0}Q_j,\qquad Q_j=\varepsilon_je^2-h^2 .$$

$Q_j$ has the same value throughout the film, because $Q_j'=2\varepsilon_je(ik_0h)-2h(ik_0\varepsilon_je)=0$. The phase of $r$ refers to the top surface, which moves with the thickness; in a transparent ambient this does not affect $R$.

The integral also has a closed form. From the field equations, $(eh)'=ik_0(h^2+\varepsilon_je^2)=ik_0(2\varepsilon_je^2-Q_j)$. Integrating from top to bottom and solving for the integral,

$$\int_je^2dz=\frac1{2\varepsilon_j}\left[Q_jd_j+\frac{(eh)_{\rm bot}-(eh)_{\rm top}}{ik_0}\right].$$

For a real parameter $p$, $\partial R/\partial p=2\,{\rm Re}(r^*\partial r/\partial p)$, and for an index $\partial/\partial n=2n\,\partial/\partial\varepsilon$. For the stack treated below, these derivatives were tested against finite differences of a separate recursion over interface reflections. The largest deviation was $7\times10^{-8}$ of the peak derivative.

**Thin-film limit.** As $d_j\to0$ the index derivative vanishes in proportion to $d_j$, while the thickness derivative tends to a value that is in general nonzero. The index of a very thin film is therefore a poor candidate for a free parameter. In the example the pad index is held for this reason, and an error in it would pass into the other results.

## Why two similar films merge

Move the boundary between films $j$ and $j+1$ down by $s$ at fixed total thickness: $d_j$ grows and $d_{j+1}$ shrinks. Evaluate both $Q$ values at the boundary, where $e$ and $h$ are continuous. The $h^2$ terms cancel:

$$\frac{\partial r}{\partial s}=\frac{ik_0}{2n_0}(\varepsilon_j-\varepsilon_{j+1})\,e_b^2 .$$

The change of $r$ is proportional to the permittivity contrast times the squared field at the boundary. The change of $R$ also vanishes to first order at wavelengths where $r=0$ or where $\partial r/\partial s$ is in quadrature with $r$.

For equal indices the degeneracy holds for finite displacements too. The film matrices are then exponentials of the same $A$, and their product depends only on $d_j+d_{j+1}$. No reduction of noise separates the two thicknesses in this model.

## What the noise allows

Let the data be $y=R(p)+\eta$, with independent Gaussian noise of known standard deviation $\sigma$ at each wavelength, and let $J$ be the Jacobian of $R$. The log-likelihood is $-\sum(y-R)^2/2\sigma^2$ plus a constant. Its gradient is $J^T\eta/\sigma^2$ at the true parameters, and the covariance of that gradient is the Fisher matrix

$$F=\frac{J^TJ}{\sigma^2}.$$

Linearized least squares gives the error $\delta p=(J^TJ)^{-1}J^T\eta$, whose covariance is $C=F^{-1}$. This is also the Cramér–Rao lower bound for unbiased estimators.

Thicknesses and indices have different units, so a "weak direction" needs a scale. Put the required tolerances on the diagonal of a matrix $T$ and decompose $JT/\sigma=USV^T$. A displacement $p\to p+TV_ku$ from the best fit raises $\chi^2$ by $S_k^2u^2$ in the linear regime, so the standard deviation along $V_k$ is $1/S_k$ in tolerance units. A value above one means unresolved at that tolerance. Decomposing $J$ rather than $F$ avoids squaring the spread of singular values.

## What holding a parameter does

Separate one parameter $c$, here the cap thickness, from the others $o$. Hold $c$ wrong by $\Delta$ and refit noise-free data. The others move by the $\delta$ that minimizes $\|J_c\Delta+J_o\delta\|^2$. Setting the gradient to zero,

$$\delta=b\,\Delta,\qquad b=-(J_o^TJ_o)^{-1}J_o^TJ_c .$$

What remains is $PJ_c\Delta$, where $P$ removes every component that the other columns can imitate. The inverse of a block matrix gives $C_{cc}=\sigma^2/\|PJ_c\|^2$, so the misfit is

$$\chi^2_{\min}=\frac{\Delta^2}{C_{cc}} .$$

A large $C_{cc}$ therefore has two consequences: the parameter cannot be measured, and a wrong held value will not show in the fit quality.

The contrast law follows. The fill thickness is among the other parameters, so $PJ_{\rm fill}=0$ and $PJ_c=P(J_c-J_{\rm fill})$. By the boundary formula $J_c-J_{\rm fill}=\Delta\varepsilon\,g$, with $g$ finite as $\Delta\varepsilon\to0$. Hence

$$\sqrt{C_{cc}}=\frac{\sigma}{|\Delta\varepsilon|\,\|Pg\|},$$

which grows as the inverse contrast when $\|Pg\|$ tends to a nonzero limit. Here $\Delta\varepsilon$ is treated as constant over the band; in the example below it varies by about 1%.

Between free and held lies a third choice, a prior. If independent knowledge gives $c$ a Gaussian uncertainty $s_c$, the information adds:

$$V_c=\left(\frac1{C_{cc}}+\frac1{s_c^2}\right)^{-1},\qquad C_{oo}=C_{oo}^{\rm held}+bb^TV_c .$$

The first term of $C_{oo}$ is the error when $c$ is known; the second is the error of $c$ carried over through $b$. Holding $c$ sets $s_c=0$, and freeing it sets $s_c=\infty$.

## The polishing stack

The model has 80 nm of cap, 120 nm of fill, 120 nm of nitride and 12 nm of pad oxide on silicon. At 632 nm the indices are 1.460, 1.465, 2.025 and 1.457, and silicon has $3.88+0.02i$. The spectrum has 201 points from 450 to 850 nm, with noise 0.001 in absolute reflectance. The unknowns are the four thicknesses, a common index shift of the two upper oxides, and an index shift of the nitride. The contrast of 0.005 is held, and every error quoted below assumes it is known exactly. With the cap held, an error of 0.002 in the contrast shifts the fill by about 0.4 nm, the nitride by 0.5 nm and the pad by 0.3 nm, more than their random errors.

| Parameter | Error, cap free | Error, cap known |
|---|---|---|
| cap | 74 nm | held |
| fill | 74 nm | 0.19 nm |
| nitride | 1.4 nm | 0.17 nm |
| pad | 0.67 nm | 0.08 nm |
| oxide index | 0.005 | 0.0008 |
| nitride index | 0.008 | 0.002 |

The cap error is nearly as large as the cap. Yet in the same free fit the linear error of the total oxide is only 0.55 nm, because the errors of cap and fill almost cancel. This value belongs to the split of 80 and 120 nm, which is a favourable one. With tolerances of 5 nm and 0.01 in index, the weakest direction has a standard deviation of 20.9 and the next 0.23, so one combination is unresolved. Its cap component is 0.704 and its fill component $-0.709$; one standard deviation moves the cap by $20.9\times0.704\times5=74$ nm.

Two things combine here. The first is a small signal. The boundary derivative is at most $3.3\times10^{-5}$ per nm, so moving the boundary by 5 nm changes $R$ by at most about $1.6\times10^{-4}$ in the linear regime, a sixth of the noise at one wavelength. The second is imitation. With the other parameters free, a cap error of 5 nm leaves a signal of only $5/74\approx0.07$ standard deviations in the whole spectrum. That is less than the best single wavelength would give if nothing else were adjusted.

Changing the index contrast with the other inputs held gives cap errors of 376, 74, 17 and 5.9 nm at contrasts of 0.001, 0.005, 0.02 and 0.05. The product of error and contrast is 0.376, 0.368, 0.341 and 0.295 nm, so the inverse law is good at small contrast and somewhat pessimistic at the largest. Even there the 5 nm tolerance is not met.

## How far the linear theory reaches

Holding the cap wrong by 0.1 nm and refitting gave 1.0003 times the predicted misfit. An error of 74 nm lies far outside that regime and says only that local information is lacking. Large displacements need actual refits, made here without noise:

| Held cap | Misfit $\chi^2$ | Shift of total oxide |
|---|---|---|
| 0 nm | 0.05 | +1.10 nm |
| 40 nm | 0.11 | +0.77 nm |
| 120 nm | 0.13 | +0.35 nm |

For no cap the linear formula predicts $(80/73.6)^2=1.18$; the refit finds 0.05. The misfit does not even grow steadily with the error, and for a cap held at 160 nm it falls again to below 0.01. The linear theory thus understates the ambiguity here. To tell two curves apart, compare their $\chi^2$ on the same data. If one curve is true and the other differs from it by $\Delta R$, the two values differ by $(\|\Delta R\|^2+2\,\Delta R\cdot\eta)/\sigma^2$. This has mean $m=\|\Delta R\|^2/\sigma^2$ and standard deviation $2\sqrt m$. For $m=0.05$ the standard deviation is 0.45, about nine times the mean. With the other parameters free, a wafer with 80 nm of cap and one with none therefore cannot be told apart by this measurement.

The refit without a cap also shows the price of merging the two oxides into one film. The total comes out 1.1 nm too thick and the oxide index shift 0.008 too low. The optical thickness at 632 nm hardly moves: $80\times1.460+120\times1.465=292.6$ nm becomes $201.1\times1.4568=293.0$ nm. The nitride is 1.3 nm too thick and the pad 0.7 nm too thin.

A prior does better if one is available. The errors of the total with the cap free and known give its sensitivity to the cap:

$$|b_{\rm tot}|=\frac{\sqrt{0.547^2-0.190^2}}{73.6}=0.0070 .$$

If the deposition record and removal rate fix the cap to 10 nm, $V_c^{1/2}=9.9$ nm: the spectrum adds almost nothing about the cap. The total then has an error of $\sqrt{0.190^2+(0.0070\times9.9)^2}=0.20$ nm. This is a linear estimate. At 40 nm it would give a shift of 0.28 nm, against refitted shifts of 0.77 and 0.35 nm, so it should not be used for priors that wide.

## Running the fit

With residual $\rho=y-R$ and the columns of $J$ scaled to unit length, giving $\hat J$, damped Gauss–Newton solves

$$(\hat J^T\hat J+\mu I)\,u=\hat J^T\rho .$$

A step is accepted if it lowers $\sum\rho^2$, and $\mu$ is then reduced; otherwise $\mu$ is raised. Damping keeps steps finite along a weak direction but adds no information. The value returned there can depend on the start.

With the cap held at its true value, one noisy spectrum gave a fill of 120.1 nm, a nitride of 120.0 nm and a pad of 12.08 nm. Its $\chi^2$ of 147 is low: with 196 degrees of freedom the expected value is 196 and the standard deviation is $\sqrt{2\times196}\approx20$, so it lies about 2.5 standard deviations down. Over 600 noise draws the mean was 195.2, and the scatter of the five fitted parameters was 0.98 to 1.04 times the Fisher prediction. The low value is thus a feature of that draw.

Starting values matter separately. In steps of 20 nm, fill starts within 60 nm of the truth reached the best minimum and those 80 or 100 nm away did not, with the other starting values unchanged.

## The real wafer

The layer thicknesses are chosen for illustration, and the dispersion formulas are rough. An actual fit needs optical constants measured on the films in use. The model also assumes a clean, uniform surface and ideal optics. Each entry below puts one neglected effect into the spectrum and refits with the ideal model, the cap held at 80 nm:

| Neglected effect | Fill bias | Pad bias |
|---|---|---|
| residual water, 1 nm | +0.70 nm | −0.01 nm |
| nitride dispersion +10% | −0.51 nm | −0.01 nm |
| cap spread in spot, 2 nm rms | +0.35 nm | −0.03 nm |
| illumination cone, NA 0.10 | −0.24 nm | −0.01 nm |
| reflectance gain +0.2% | −0.23 nm | +0.26 nm |
| silicon index +0.01 | −0.12 nm | +0.37 nm |

A 2 nm bandwidth, a 1 nm rough layer centred on the nominal surface and 5 K of silicon warming each moved the fill by about 0.05 nm or less. The water film shifts the fill by 3.7 times its random error, and the silicon index shifts the pad by nearly five times. No effect raised the misfit by more than 0.23, so a good $\chi^2$ does not exclude them. Product wafers also break the assumption of lateral uniformity through their pattern; that error is not estimated here, and the numbers apply to unpatterned monitor areas.

## Choosing the setting

- Free a parameter when its random error, with all other uncertain parameters free, is below the tolerance, and the bias from neglected effects is too.
- If one combination is unresolved, report the combination that is resolved. For the stack above that is total oxide, to about 1 nm: the linear estimate gives 0.55 nm, but grossly wrong caps shift the total by up to about 1.2 nm, toward too thick. The linear estimate depends strongly on the split between cap and fill; at the same total it rises to tens of nanometres for caps near 40 or 120 nm, where the linear cap error exceeds the whole oxide thickness. In such cases judge the total from refits over the range of possible caps.
- Hold a parameter when independent knowledge fixes it well enough that $|b|s_c$ is small beside the error wanted. Otherwise enter the knowledge as a prior.
- Do not choose between held values by fit quality when the refitted misfits differ by much less than one.
- To measure the cap itself, change the experiment: raise the contrast, or add a measurement whose boundary signal the other parameters cannot imitate. Lower noise alone does not reach the 5 nm tolerance in this example: a gain error of 0.2% or a silicon index error of 0.01 shifts a free cap by more than 10 nm in the linear estimate, and a distant cap near 160 nm fits almost as well as the true one.

The full set of values is in the numerical output that follows.

## Calculated quantities

```
Wavelengths: 450 to 850 nm, 201 points; noise 0.0010
True cap, fill, nitride, pad (nm): [ 80. 120. 120.  12.]
True oxide and nitride index shifts: [0.003 0.01 ]
Indices at 632 nm, cap fill nitride pad: [1.46   1.465  2.0251 1.457 ]
Silicon at 632 nm: 3.8815+0.0202j; R: 0.27934
R range: 0.0085 to 0.3763
Maxwell integration error in R: 2.2e-12
Field-integral error: 1.6e-09 nm
Largest relative derivative error: 7.4e-08
Boundary-law relative error: 9.6e-07
Equal-index R change for 60 nm transfer: 3.3e-16
Largest boundary derivative: 3.292e-05 per nm
Parameter: full-model sd; cap-known sd (nm or index)
  cap: 73.57343; fixed
  fill: 74.08634; 0.18969
  nitride: 1.41143; 0.16573
  pad: 0.66718; 0.07819
  oxide index: 0.00488; 0.00082
  nitride index: 0.00793; 0.00228
Total oxide sd in full model: 0.5466 nm
Scaling tolerances: 5 nm and 0.01 index
Scaled direction sds: [1.8165e-03 7.7765e-03 3.2688e-02 7.6055e-02 2.3096e-01 2.0904e+01]
Weakest scaled direction: [ 0.7039 -0.7088 -0.0134  0.0063  0.023   0.0363]
Second weakest direction: [-0.0698 -0.0126 -0.0797 -0.0376  0.1646  0.9798]
Weakest overlap with cap-fill exchange: 0.99896
Cap-known correlations, order fill nitride pad n_ox n_nit:
    1.000  -0.165   0.400  -0.473  -0.493
   -0.165   1.000  -0.275  -0.619  -0.537
    0.400  -0.275   1.000   0.278  -0.582
   -0.473  -0.619   0.278   1.000   0.416
   -0.493  -0.537  -0.582   0.416   1.000
Contrast 0.001: cap sd 375.540 nm
Contrast 0.005: cap sd 73.573 nm
Contrast 0.020: cap sd 17.047 nm
Contrast 0.050: cap sd 5.893 nm
Cap sd ratio on halving small contrast: 2.0010
Frozen-cap misfit, refit/Fisher: 1.0003
Wrong cap (nm): chi2; total, nitride, pad shifts (nm); n shifts
  0: 0.048; 1.098, 1.299, -0.744; -0.00819, -0.01141
  40: 0.109; 0.765, 0.879, -0.477; -0.00472, -0.00704
  120: 0.133; 0.345, -0.287, 0.077; 0.00004, -0.00087
Fit start: [ 80. 135. 112.  15.   0.   0.]
Fit result: [8.000000e+01 1.200848e+02 1.200150e+02 1.208400e+01 4.000000e-03
 6.900000e-03]
Fit chi2: 146.55; degrees of freedom 196
Successful fill-start offsets (nm): [-60, -40, -20, 0, 20, 40, 60]
Repeated-fit sd / Fisher sd: [1.022 1.019 0.984 1.041 1.01 ]
Repeated fits: 600; mean chi2 195.19
Neglected effect: fill, nitride, pad bias (nm); misfit chi2
  bandwidth 2 nm FWHM: 0.035, 0.004, 0.001; 0.00
  cone NA 0.10: -0.238, -0.070, -0.014; 0.00
  silicon index +0.01: -0.116, -0.228, 0.372; 0.03
  silicon +5 K at 4e-4/K: -0.023, -0.046, 0.075; 0.00
  gain +0.2 percent: -0.229, -0.298, 0.261; 0.08
  water film 1 nm: 0.701, 0.009, -0.009; 0.00
  rough layer 1 nm: -0.050, 0.003, -0.003; 0.00
  cap spread 2 nm rms: 0.349, 0.125, -0.025; 0.05
  nitride dispersion +10%: -0.508, 0.215, -0.014; 0.23
```
